# Richardson-Dushman Emission over a Planar Barrier and Its Effective Mass

## Definitions and conventions

The algebra uses atomic units, $\hbar=m_e=e=1$, so masses are in units of the free-electron mass. The symbol $T$ is the thermal energy and $\Theta$ the temperature in kelvin: $T=k_B\Theta$. The barrier is planar, with its normal along $x$. An electron has a normal wavevector $k_x$ and a parallel wavevector $\mathbf k=(k_y,k_z)$, with $k=|\mathbf k|$.

The band edge $U(x)$ depends on $x$ alone. For an isotropic parabolic band the total energy is

$$E=U(x)+\frac{k_x^2+k^2}{2m}. \tag{1}$$

The emitter is in equilibrium with chemical potential $\mu$. The barrier height $\Phi$ is measured from the chemical potential to the highest point of the band edge:

$$\Phi=U_{\max}-\mu . \tag{2}$$

The current density $J$ is the magnitude of the one-way flow over the barrier. The electric current points opposite to the electron flow.

Four assumptions define the model. The parallel wavevector is conserved, as it is for an ideal planar structure. Electrons do not collide near the barrier top. An electron with enough energy to pass classically is transmitted with probability 1, and any other with probability 0. Finally, $\Phi\gg T$.

The last assumption makes the distribution simple where it matters. Emitted electrons have $E-\mu\ge\Phi$, so the Fermi function reduces to its Maxwell tail:

$$f(E)=\frac{1}{e^{(E-\mu)/T}+1}\simeq e^{-(E-\mu)/T}. \tag{3}$$

The emitter as a whole need not be a Maxwell gas. A metal qualifies, although most of its electrons are degenerate.

## The emission current

Each spin state occupies a volume $(2\pi)^3$ of wavevector space per unit volume of material. With two spin directions, the flow towards the barrier is

$$J=2\int\frac{d^2k}{(2\pi)^2}\int\frac{dk_x}{2\pi}\,v_x f(E),\qquad v_x=\frac{\partial E}{\partial k_x}, \tag{4}$$

restricted to states with $v_x>0$ that can pass. At fixed $\mathbf k$ and $x$, the definition of $v_x$ gives $v_x\,dk_x=dE$. Hence

$$J=2\int\frac{d^2k}{(2\pi)^2}\int_{E_{\min}(\mathbf k)}^{\infty}\frac{dE}{2\pi}\,f(E). \tag{5}$$

The normal mass has disappeared: a heavier normal mass gives more states per unit energy, but each moves more slowly, and the two factors cancel. Equation (5) also does not depend on the plane where the electrons are counted, because $E$ and $\mathbf k$ are conserved along the path.

What remains is the threshold. To pass the top an electron needs $k_x^2\ge0$ there. By (1) and (2),

$$E_{\min}(\mathbf k)=\mu+\Phi+\frac{k^2}{2m}. \tag{6}$$

The parallel kinetic energy cannot be spent on climbing, so it adds to the required total energy. With (3), the energy integral is

$$\int_{E_{\min}}^\infty dE\,e^{-(E-\mu)/T}=T\,e^{-\Phi/T}e^{-k^2/2mT}. \tag{7}$$

The parallel integral is done in polar coordinates, with $d^2k=2\pi k\,dk$:

$$\int\frac{d^2k}{(2\pi)^2}e^{-k^2/2mT}=\frac{1}{2\pi}\int_0^\infty k\,dk\,e^{-k^2/2mT}=\frac{mT}{2\pi}. \tag{8}$$

Inserting (7) and (8) in (5) gives $2\times(T/2\pi)\times(mT/2\pi)$ times the Boltzmann factor:

$$\boxed{J=\frac{mT^2}{2\pi^2}\,e^{-\Phi/T}} \tag{9}$$

One power of $T$ comes from the range of energies above threshold. The other comes, together with $m$, from the number of thermally accessible parallel states. The mass in the prefactor is therefore a parallel mass, taken where the threshold is set.

To restore ordinary units, $dE/2\pi$ becomes $dE/2\pi\hbar$, the parallel integral becomes $mk_B\Theta/2\pi\hbar^2$, and the charge multiplies the flow. With $\hbar=h/2\pi$,

$$J=A^*\Theta^2e^{-\Phi/k_B\Theta},\qquad A^*=\frac{em k_B^2}{2\pi^2\hbar^3}=\frac{4\pi e m k_B^2}{h^3}. \tag{10}$$

In (10) $m$ is a mass in kilograms. For the free-electron mass, $A^*=120.17$ A/(cm² K²).

The same integrals give the energy of the emitted electrons. Above the top, the normal energy is distributed as $e^{-\varepsilon/T}$ with mean $T$, and by (8) the parallel energy also has mean $T$. The mean of $E-\mu$ is thus $\Phi+2T$. Differentiating (9) at fixed $\Phi$ gives the matching sensitivity,

$$\frac{d\ln J}{d\ln T}=2+\frac{\Phi}{T}. \tag{11}$$

## The correction from Fermi statistics

The next term of the Fermi function is $-e^{-2(E-\mu)/T}$. It has the form of the first term with $T$ replaced by $T/2$. The energy integral and the parallel integral each acquire a factor $1/2$, so

$$J=\frac{mT^2}{2\pi^2}e^{-\Phi/T}\left[1-\frac14e^{-\Phi/T}+\dots\right]. \tag{12}$$

At the low barrier $\Phi=3T$, the bracket is 0.98755 to this order. Direct integration over wavevectors with the full Fermi function gives 0.98782. The difference is the next term, $e^{-2\Phi/T}/9$, obtained in the same way with $T/3$. Even here the Maxwell tail is in error by little more than 1% of the current.

## The same current from a Maxwell gas

If the bulk of the emitter is itself nondegenerate, with band edge $E_c$, its density follows from three Gaussian integrals, each equal to $\int dk_i\,e^{-k_i^2/2mT}/2\pi=\sqrt{mT/2\pi}$:

$$n=N_ce^{-(E_c-\mu)/T},\qquad N_c=2\left(\frac{mT}{2\pi}\right)^{3/2}. \tag{13}$$

Let $V_b=U_{\max}-E_c$ be the climb from the bulk band edge. An electron passes if $v_x>v_b$, where $mv_b^2/2=V_b$. With the normalized Maxwell distribution of $v_x$,

$$J=n\sqrt{\frac{m}{2\pi T}}\int_{v_b}^\infty v_x e^{-mv_x^2/2T}dv_x
=n\sqrt{\frac{T}{2\pi m}}\,e^{-V_b/T}, \tag{14}$$

because the integral equals $(T/m)e^{-V_b/T}$. Substituting (13), and using $\Phi=V_b+E_c-\mu$, gives the prefactor

$$2\left(\frac{mT}{2\pi}\right)^{3/2}\left(\frac{T}{2\pi m}\right)^{1/2}=\frac{2mT^2}{(2\pi)^2}=\frac{mT^2}{2\pi^2}, \tag{15}$$

in agreement with (9).

The dependence on mass thus depends on what is held fixed. At fixed $\Phi$ and $T$, $J\propto m$. At fixed density $n$, climb $V_b$ and $T$, (14) gives $J\propto m^{-1/2}$: the number of electrons is given, and heavier ones are slower. There is no conflict, since changing $m$ at fixed $n$ shifts $E_c-\mu$ through (13).

## Which mass, when the two sides differ

Let the emitter have band edge 0 and mass $m_i$, and let the outer layer have band edge $U>0$ and mass $m_o$. An electron must have $k_x^2\ge0$ on both sides, so

$$E_{\min}=\max\left(U+\frac{s}{m_o},\ \frac{s}{m_i}\right),\qquad s=\frac{k^2}{2}. \tag{16}$$

Since $d^2k=2\pi\,ds$, equation (5) with the Maxwell tail becomes

$$J=\frac{T}{2\pi^2}\int_0^\infty ds\,e^{-(E_{\min}-\mu)/T}. \tag{17}$$

If $m_i\ge m_o$, the first entry in (16) is the larger for every $s$. The integral then gives (9) with $m=m_o$ and $\Phi=U-\mu$. The emitter mass does not enter.

If $m_i<m_o$, the two entries cross where $U=s(1/m_i-1/m_o)$, that is, at

$$s_c=\frac{Um_im_o}{m_o-m_i}. \tag{18}$$

Below $s_c$ the outer layer sets the threshold; above it the emitter does. Splitting the integral in (17) at $s_c$ gives

$$e^{-\Phi/T}m_oT\left(1-e^{-s_c/m_oT}\right)+e^{\mu/T}m_iT\,e^{-s_c/m_iT}. \tag{19}$$

At the crossing $s_c/m_i=U+s_c/m_o$, so the second term also contains $e^{-\Phi/T}e^{-s_c/m_oT}$. Collecting terms, the current has the form (9) with the mass

$$m=m_o-(m_o-m_i)\exp\left[-\frac{Um_i}{(m_o-m_i)T}\right]. \tag{20}$$

When $Um_i/(m_o-m_i)\gg T$ the exponential vanishes and $m\to m_o$; for a light emitter mass this asks much more than $U\gg T$. For a vanishing step $m\to m_i$, the smaller mass, which then limits the parallel states that can exist on both sides.

Direct integration over emitter states confirms the rule. For $m_i=0.3$, $m_o=1$ and $U=2T$, both it and (20) give 0.7029; for $U=20T$ both give 0.9999. With the masses exchanged and $U=2T$, both give 0.3000.

Two cases follow. For emission into vacuum the prefactor mass is the free-electron mass if $m_i\ge1$ or $Um_i/(1-m_i)\gg T$. A light parabolic band can miss this condition: $m_i=0.067$ and $U=20T$ give 0.78 by (20). Several eV above its edge a real band is far from parabolic, so for such emitters the available parallel states must be counted from the true band structure. In a Schottky contact, electrons climb the bent band of a semiconductor and enter a metal whose band bottom lies far below. If both band minima lie at $\mathbf k=0$ and the semiconductor mass is smaller than the metal mass, the semiconductor condition at the interface is the stricter one for every $\mathbf k$, so its mass enters $A^*$. The rule gives the same mass for the flow from metal to semiconductor. The two one-way currents are then equal at zero bias, as equilibrium requires.

## Anisotropic and nonparabolic bands

For an ellipsoidal valley with mass tensor $M$, the kinetic energy is $\frac12\mathbf q\cdot W\mathbf q$, where $W=M^{-1}$ and $\mathbf q=(k_x,\mathbf k)$. Let $\mathbf w=(W_{xy},W_{xz})$, and let $W_\parallel$ be the parallel block of $W$. At fixed $\mathbf k$ the energy is lowest at $k_x=-\mathbf w\cdot\mathbf k/W_{xx}$, where $v_x=0$. Inserting this value leaves

$$\frac12\mathbf k\cdot S\mathbf k,\qquad S=W_\parallel-\frac{\mathbf w\mathbf w^{\rm T}}{W_{xx}}. \tag{21}$$

This replaces $k^2/2m$ in (6). The parallel integral becomes $\int d^2k\,e^{-\mathbf k\cdot S\mathbf k/2T}=2\pi T/\sqrt{\det S}$, so $1/\sqrt{\det S}$ takes the place of $m$. Completing the square shifts $k_x$ by a multiple of $\mathbf k$, a change of variables with unit determinant; hence $\det W=W_{xx}\det S$. With $\mathbf n$ the barrier normal,

$$m=\sqrt{\frac{W_{xx}}{\det W}}=\sqrt{\det M\;\mathbf n\cdot M^{-1}\mathbf n}. \tag{22}$$

For a normal along a principal axis this is $\sqrt{m_ym_z}$. Valleys with the same $\Phi$ contribute additively, provided the other side has states at the parallel wavevector of each valley.

Silicon has six such valleys, with rough masses 0.98 along the axis and 0.19 across it. On a (100) plane, two valleys contribute 0.19 each and four contribute $\sqrt{0.98\times0.19}$ each, a total of 2.11. On a (111) plane the total is 2.21. A longitudinal mass of 0.916 gives 2.05 and 2.15 instead. These totals assume that every valley can emit. The four transverse valleys on (100) lie at a parallel wavevector that costs a free electron about 3.7 eV, so a metal with a shallow band bottom blocks part of their current. A prefactor mass above 1 therefore does not mean that any single valley is heavy.

Nonparabolicity changes the count of parallel states. Let the kinetic energy $\varepsilon$ obey $\varepsilon(1+a\varepsilon)=q^2/2m$. At fixed $\mathbf k$ the minimum is at $k_x=0$, so $s=m\varepsilon(1+a\varepsilon)$ and $ds=m(1+2a\varepsilon)d\varepsilon$. Then

$$\int_0^\infty ds\,e^{-\varepsilon/T}=m\int_0^\infty(1+2a\varepsilon)e^{-\varepsilon/T}d\varepsilon=mT(1+2aT), \tag{23}$$

and the current is multiplied by $1+2aT$.

## A Schottky contact

Take an electron mass of 0.067, a relative permittivity $\epsilon=12.9$, a barrier of 0.80 eV and $10^{15}$ donors per cm³, all ionized. These are rough values for a metal on lightly doped n-type gallium arsenide. At 300 K, $T=0.02585$ eV and $\Phi/T=30.945$. From (10),

$$A^*=0.067\times120.17=8.05\ \text{A/(cm² K²)}, \tag{24}$$

$$J=8.052\times300^2\times3.636\times10^{-14}=2.6\times10^{-8}\ \text{A/cm²}. \tag{25}$$

In atomic units this is $1.1\times10^{-22}$. At zero bias it is balanced by the opposite flow. A reverse bias of several $T$ suppresses the flow from the semiconductor and leaves the flow from the metal, which this model puts at the value (25).

The gas picture starts from the doping instead. Equation (13) has $N_c=4.35\times10^{17}$ per cm³, so the bulk band edge lies $T\ln(N_c/n)=0.157$ eV above $\mu$, and $V_b=0.643$ eV. The velocity $\sqrt{T/2\pi m}$ is $1.04\times10^7$ cm/s. With these Maxwell values (14) reproduces (9) exactly, as (15) requires. The program instead finds $\mu$ from the density with the full Fermi function. Equation (14) then gives $2.632\times10^{-8}$ A/cm², against $2.635\times10^{-8}$ from (9); the difference of about 0.1% comes from the slight degeneracy of the bulk.

At 400 K, with the barrier held at 0.80 eV, the current is $1.07\times10^{-4}$ A/cm², larger by a factor of 4071. The factor $\Theta^2$ supplies only $(4/3)^2=1.78$ of this; the exponential supplies the rest.

## What the model leaves out

**Surface field.** In a layer of width $w$ emptied of electrons, donors of density $N$ give a field $F(x)=4\pi N(w-x)/\epsilon$. Its integral is $V_b=2\pi Nw^2/\epsilon$. Eliminating $w$ gives the field at the metal,

$$F=\sqrt{8\pi NV_b/\epsilon}. \tag{26}$$

Here $w=957$ nm and $F=0.0134$ MV/cm, about 3% of a rough breakdown field of 0.4 MV/cm.

**Image force.** An electron at distance $x$ from the metal is attracted by its image at distance $2x$, with force $1/4\epsilon x^2$ and potential energy $-1/4\epsilon x$. Near the metal the band edge, relative to the uncorrected top, is $-Fx-1/4\epsilon x$. Its derivative vanishes at $x=1/(2\sqrt{\epsilon F})$, where each term equals $-\frac12\sqrt{F/\epsilon}$. The barrier is lowered by

$$\Delta=\sqrt{F/\epsilon}. \tag{27}$$

This is 0.012 eV, with the maximum 4.6 nm from the metal. Classically the current would rise by $e^{\Delta/T}=1.61$.

**Tunnelling and reflection.** Let $\varepsilon$ be the normal energy relative to the uncorrected top and $P(\varepsilon)$ the transmission probability. The sharp threshold is then replaced by the factor

$$Q=\int\frac{d\varepsilon}{T}\,P(\varepsilon)e^{-\varepsilon/T}, \tag{28}$$

which equals 1 for the classical step. Reflection occurs even above the top, because the normal velocities $v_1$ and $v_2$ on the two sides differ. At an abrupt step, the assumed continuity of the wave and of its slope divided by the mass, which conserves the flux, gives $1+r=t$ and $v_1(1-r)=v_2t$, with $r$ and $t$ the reflected and transmitted amplitudes. Hence $t=2v_1/(v_1+v_2)$ and

$$P=\frac{v_2}{v_1}t^2=\frac{4v_1v_2}{(v_1+v_2)^2}, \tag{29}$$

which vanishes for electrons that barely clear the top.

The Schrödinger equation was solved for a uniform field $F$ and a free-electron metal filled to a rough 5.5 eV; the small effect of $\mathbf k$ on the metal's normal velocity was neglected. Without the image force, energies above the top contribute 0.58 to $Q$ and tunnelling below it 0.15, a total of 0.73. With the image potential included down to 0.1 nm from the metal, $Q=0.98$; a cutoff of 0.2 nm gives 0.97. The image force thus raises the current by a factor of about 1.34, not the classical 1.61. For these parameters the separate effects nearly cancel, which is no general rule. The value depends on the rough inputs: metal depths of 3.2, 7.0 and 11.7 eV give $Q=1.11$, 0.92 and 0.79, an image permittivity of 10.9 gives 1.03, and cutoffs between 0.02 and 0.5 nm give 0.96 to 0.98. The image ratio stays between 1.32 and 1.37 over these metal depths. The matching rule matters more than any of these inputs. Continuity of $m^\alpha\psi$ and of $m^{-1-\alpha}\psi'$, with $\psi$ the wave, conserves the flux for every $\alpha$, and (29) is the case $\alpha=0$. With the image potential, $\alpha=1/4$, $-1/4$ and $-1/2$ give $Q=1.6$, 0.36 and 0.10. The effective-mass model does not say which rule describes a real metal contact.

**Collisions.** The mobility, a rough 8000 cm²/Vs, gives a relaxation time $\mu_em/e$, where $\mu_e$ is the mobility. Multiplied by the mean speed $\sqrt{8T/\pi m}$, this is a mean free path of 127 nm. The barrier falls by $T$ within $T/F=19$ nm. The ratio, 0.15, indicates that collisions near the top are a modest correction, but it is not a calculated change of current. The 127 nm is a length for loss of momentum; polar-phonon collisions, many of them at small angles, occur roughly every 70 nm. A drift-diffusion estimate for the depletion layer in series with the emission lowers the current by about 9% at zero bias, and by about 16% at a forward bias of 0.45 V as the field falls. That method assumes a free path shorter than $T/F$, the opposite of the case here. Following trajectories with a relaxation time or with polar-phonon scattering gives about half: 5% at zero bias and 9 to 10% at 0.45 V.

**Smaller terms.** With a rough $a=0.6$ per eV, (23) raises the current by 3%. The Fermi correction in (12) is of relative size $10^{-14}$. Generation through traps in the depletion layer is a separate current outside the model. For midgap traps with a chosen lifetime of 1 ns it is about $2\times10^{-9}$ A/cm² at a reverse bias of $5T$ and $10^{-8}$ A/cm² at 1 V, which is no longer small beside (25).

## Reading the mass from a measured current

Taking the logarithm of (10) suggests plotting $\ln(J/\Theta^2)$ against $1/\Theta$ and reading $A^*$ from the intercept. This requires that neither the barrier nor the factor $Q$ change with temperature. In the example $Q$ falls from 0.98 at 300 K to 0.91 at 400 K, which alone makes the apparent prefactor $0.74A^*$ and the apparent barrier 0.793 eV. Set $Q$ aside and consider a barrier that is not constant. If instead $\Phi=\Phi_z-b\Theta$, then

$$\ln\frac{J}{\Theta^2}=\ln\left(A^*e^{b/k_B}\right)-\frac{\Phi_z}{k_B\Theta}. \tag{30}$$

The plot is still straight, but its slope gives $\Phi_z$ and its intercept gives $A^*e^{b/k_B}$. For a chosen drift $b=10^{-4}$ eV/K and a barrier of 0.80 eV at 300 K, the apparent barrier is 0.83 eV and the apparent prefactor is 3.19 times too large. Read as a mass, the intercept would give 0.21 instead of 0.067. The chosen drift is small: a barrier that followed the gallium arsenide gap, with a rough $b=4.7\times10^{-4}$ eV/K, would inflate the prefactor about 200 times.

A real gallium arsenide contact can differ from this example. The doping here is light; at fixed $V_b$, (26) makes the field grow as $\sqrt N$, so the quantum factor found here should not be carried over to heavier doping: the same model gives $Q$ of about 1.8 at $10^{16}$ and 12 at $10^{17}$ donors per cm³. A weighty assumption is that of a single, precisely known barrier, since real interfaces vary with preparation and from place to place. Lowering $\Phi$ by only 0.01 eV multiplies the current at 300 K by 1.47, more than the combined quantum and image correction found with the matching rule of (29), though less than the spread between matching rules. The current (25) is therefore at best an estimate of order of magnitude for such a device, although (9) is accurate within its model. The numerical output below lists the main values of the example.

## Values computed for the example and the checks

```
CHECKS (masses in electron masses)
Fermi factor at Phi=3kT, direct: 0.98782
Fermi factor at Phi=3kT, formula: 0.98755
m_in 1, m_out 0.3, step 2 kT: direct 0.3000, formula 0.3000
m_in 0.3, m_out 1, step 2 kT: direct 0.7029, formula 0.7029
m_in 0.3, m_out 1, step 20 kT: direct 0.9999, formula 0.9999
silicon input masses: 0.98 and 0.19
silicon (100) prefactor mass, 6 valleys: 2.106
silicon (111) prefactor mass, 6 valleys: 2.214
EXAMPLE INPUTS
mass: 0.067 electron masses; permittivity: 12.9
barrier: 0.80 eV; donors: 1e+15 per cm3
temperatures: 300 K and 400 K
mobility: 8000 cm2/Vs; metal depth: 5.5 eV
nonparabolicity: 0.6 per eV; drift: 1e-04 eV/K
EXAMPLE RESULTS
thermal energy at 300 K: 0.02585 eV
free-electron prefactor: 120.17 A/(cm2 K2)
prefactor with mass: 8.052 A/(cm2 K2)
Phi/kT: 30.945
Boltzmann factor: 3.636e-14
current at 300 K: 2.635e-08 A/cm2
current at 300 K in atomic units: 1.114e-22
current at 400 K: 1.073e-04 A/cm2
ratio hot/cold: 4071
band density of states: 4.352e+17 per cm3
bulk band edge above mu: 0.1571 eV
band bending: 0.6429 eV
emission velocity sqrt(kT/2 pi m): 1.039e+07 cm/s
current from doping and gas: 2.632e-08 A/cm2
NEGLECTED EFFECTS (factors multiply the current)
surface field: 0.0134 MV/cm
depletion width: 957 nm
field / rough breakdown 0.4 MV/cm: 0.034
image lowering: 0.0122 eV
image-force maximum at: 4.56 nm
classical image factor: 1.606
quantum, no image, above top: 0.579
quantum, no image, below top: 0.149
quantum, no image, total factor: 0.727
quantum with image, cutoff 0.1 nm: 0.977
quantum with image, cutoff 0.2 nm: 0.972
mean free path: 127 nm
distance for a barrier drop of kT: 19.2 nm
that distance / mean free path: 0.152
nonparabolic factor: 1.0310
Fermi correction exp(-Phi/kT)/4: 9.1e-15
factor for barrier 0.01 eV lower: 1.472
apparent/true prefactor with drift: 3.191
Richardson-plot barrier with drift: 0.8300 eV
```
